\section*{Average Gaps of Diamond, Silicon and Germanium from the Penn Relation}

\section{From a dielectric constant to an energy}

A static electric field applied to a crystal of diamond, silicon or germanium displaces the valence electrons slightly, and the dielectric constant $\varepsilon$ records how far they move. The same electrons absorb light, with a strong maximum of absorption called the $E_2$ peak. Electrons that are hard to displace should also need energetic photons to excite them. Can the dielectric constant and the electron density therefore predict roughly where the crystal absorbs?

Here $\varepsilon$ means the electronic dielectric constant, measured well below the electronic resonances and without any contribution from moving nuclei. The $E_2$ peak is taken as the strongest maximum of $\varepsilon_2$, the imaginary part of the dielectric function.

\section{Back-of-envelope estimate}

Picture each valence electron as a charge $q=-e$ of mass $m$ on a spring with natural frequency $\omega_0$. In a static field $F$ the spring force balances the electric force:
\begin{equation}
m\omega_0^2x=qF,\qquad x=\frac{qF}{m\omega_0^2}.
\end{equation}
With $n$ electrons per volume, the polarization is
\begin{equation}
P=nqx=\frac{ne^2}{m\omega_0^2}F .
\end{equation}
The sign of the charge has dropped out because $q^2=e^2$. Since $P=\varepsilon_0(\varepsilon-1)F$,
\begin{equation}
\varepsilon-1=\frac{ne^2}{\varepsilon_0m\,\omega_0^2}
=\frac{\omega_p^2}{\omega_0^2},\qquad
\omega_p^2=\frac{ne^2}{\varepsilon_0m}.
\end{equation}
The frequency $\omega_p$ is the plasma frequency that the valence electrons would have if they were free. Writing $E_p=\hbar\omega_p$ and $E_g=\hbar\omega_0$ gives the Penn relation, taken here with no further numerical prefactor:
\begin{equation}
\varepsilon=1+\left(\frac{E_p}{E_g}\right)^2,\qquad
E_g=\frac{E_p}{\sqrt{\varepsilon-1}}.
\label{penn}
\end{equation}
A stiff spring, $E_g\gg E_p$, gives $\varepsilon\to1$. A vanishing restoring force, $E_g\to0$, makes $\varepsilon$ diverge, as expected for free charges in a static field.

Now take germanium. The cubic cell of the diamond structure, with edge $a$, holds 8 atoms, each with 4 valence electrons. With the rough values $a=5.7$~\AA{} and $\varepsilon=16$,
\begin{align}
n&=\frac{8\times4}{a^3}=\frac{32}{(5.7)^3}\ \text{\AA}^{-3}
=0.1728\ \text{\AA}^{-3},\\
E_p&=\hbar\sqrt{\frac{ne^2}{\varepsilon_0m}}=15.44\ \text{eV},\\
E_g&=\frac{15.44\ \text{eV}}{\sqrt{16-1}}=3.99\ \text{eV}.
\end{align}
The $E_2$ peak of germanium lies at roughly 4.4~eV. The estimate has the right size, but one spring cannot represent a whole absorption spectrum. To interpret the difference, we need to know what $E_g$ means when there are many resonances.

\section{What the average gap averages}

\subsection{Several resonances}

Let a fraction $f_j\ge0$ of the electrons' response belong to a resonance at energy $E_j$, with $\sum_jf_j=1$. This condition says that the valence electrons carry the full strength $E_p^2$ and that core electrons are left out. Each group responds as before, and the polarizations add:
\begin{equation}
\varepsilon-1=E_p^2\sum_j\frac{f_j}{E_j^2}.
\label{many}
\end{equation}
The Penn relation defines $E_g$ through $\varepsilon-1=E_p^2/E_g^2$. Equating the two expressions and dividing by $E_p^2$ gives
\begin{equation}
\frac1{E_g^2}=\sum_j\frac{f_j}{E_j^2}.
\label{average}
\end{equation}
So $1/E_g^2$ is a weighted average of the $1/E_j^2$, and $E_g$ lies between the lowest and the highest resonance energy. In this model it cannot lie below the lowest resonance, and it coincides with that energy only if all the strength is there. It is therefore not the band gap, which marks where transitions between bands begin.

Equation \eqref{average} also restricts the comparison with $E_2$. If every $E_j$ were at or above $E_2$, each $1/E_j^2$ would be at most $1/E_2^2$, and so would their average. Then $E_g\ge E_2$. Hence $E_g<E_2$ requires some strength below $E_2$, provided that the total strength is right. By the same argument with the inequalities reversed, $E_g>E_2$ requires some strength above $E_2$.

\subsection{The same average from the absorption spectrum}

Real absorption lines have width. Add a friction force $-m\gamma\dot x$ and a field proportional to $e^{-i\omega t}$. The equation of motion
\begin{equation}
m(\ddot x+\gamma\dot x+\omega_0^2x)=qF
\end{equation}
then gives $x=(qF/m)/(\omega_0^2-\omega^2-i\gamma\omega)$. In a static field the friction term vanishes, so \eqref{many} is unchanged. With photon energy $E=\hbar\omega$ and width $\Gamma=\hbar\gamma$, the sum over resonances is
\begin{equation}
\varepsilon(E)=1+E_p^2\sum_j\frac{f_j}{E_j^2-E^2-i\Gamma E}.
\end{equation}
Multiplying numerator and denominator of each term by the complex conjugate of the denominator gives the imaginary part
\begin{equation}
\varepsilon_2(E)=E_p^2\sum_j
\frac{f_j\,\Gamma E}{(E_j^2-E^2)^2+\Gamma^2E^2}.
\label{eps2}
\end{equation}

Two integrals of $\varepsilon_2$ are needed. For one resonance define $u=E-E_j^2/E$, so that $(E_j^2-E^2)^2=E^2u^2$. The denominator in \eqref{eps2} becomes $E^2(u^2+\Gamma^2)$. Consider
\begin{equation}
I_1=\int_0^\infty\frac{\Gamma\,dE}{u^2+\Gamma^2},\qquad
I_2=\int_0^\infty\frac{E_j^2}{E^2}\,
\frac{\Gamma\,dE}{u^2+\Gamma^2}.
\end{equation}
Replacing $E$ by $E_j^2/E$ changes $u$ to $-u$ and turns $I_1$ into $I_2$, so the two are equal. Their sum contains $(1+E_j^2/E^2)\,dE=du$, and $u$ runs from $-\infty$ to $\infty$:
\begin{equation}
I_1+I_2=\int_{-\infty}^{\infty}\frac{\Gamma\,du}{u^2+\Gamma^2}=\pi,
\qquad I_1=I_2=\frac{\pi}{2}.
\end{equation}
In $\int E\varepsilon_2\,dE$ the factors of $E^2$ cancel and each resonance contributes $E_p^2f_jI_1$. In $\int(\varepsilon_2/E)\,dE$ a factor $1/E^2$ remains, and each contributes $E_p^2f_jI_2/E_j^2$. Therefore
\begin{align}
\frac2\pi\int_0^\infty E\,\varepsilon_2\,dE
&=E_p^2\sum_jf_j=E_p^2,\\
\frac2\pi\int_0^\infty\frac{\varepsilon_2}{E}\,dE
&=E_p^2\sum_j\frac{f_j}{E_j^2}=\varepsilon-1.
\end{align}
Dividing the first line by the second gives
\begin{equation}
E_g^2=\frac{\int_0^\infty E^2\,(\varepsilon_2/E)\,dE}
{\int_0^\infty(\varepsilon_2/E)\,dE}.
\end{equation}
The Penn gap is thus the root-mean-square absorption energy, with weight $\varepsilon_2/E$. A peak position describes one point of the spectrum, whereas $E_g$ depends on all of it.

\subsection{Two model spectra}

Both models have $E_p=16$~eV and $\Gamma=0.5$~eV. Model A has equal strengths at 4 and 8~eV:
\begin{equation}
E_g=\left(\frac{0.5}{4^2}+\frac{0.5}{8^2}\right)^{-1/2}\text{eV}
=5.06\ \text{eV}.
\end{equation}
Its strongest absorption peak is at 3.99~eV. The strength at 8~eV pulls the average above the peak.

Model B has strength 0.2 at 2.5~eV and 0.8 at 4.5~eV:
\begin{equation}
E_g=\left(\frac{0.2}{2.5^2}+\frac{0.8}{4.5^2}\right)^{-1/2}\text{eV}
=3.74\ \text{eV}.
\end{equation}
Its peak is at 4.49~eV, and the weaker absorption below it pulls the average down. Both signs of $E_g-E_2$ are therefore possible. These spectra illustrate the mechanism and are not fits to the crystals.

\section{Which resonance and which plasmon energy?}

\subsection{Local fields}

An electron may feel a local field different from the average field $F$. For a cubic array of point dipoles the Lorentz form is $F+P/(3\varepsilon_0)$. Take one undamped resonance and multiply its equation of motion by $nq/m$:
\begin{equation}
\ddot P+\omega_0^2P=\varepsilon_0\omega_p^2F+\frac{\omega_p^2}{3}P.
\end{equation}
Moving the last term to the left gives the same oscillator equation with a lower frequency,
\begin{equation}
\omega_T^2=\omega_0^2-\frac{\omega_p^2}{3},
\end{equation}
which must be positive for a uniform polarization to be stable; non-uniform dipole patterns in the array can become unstable earlier. The Penn relation keeps its form with $E_g=\hbar\omega_T$. For $E_p=12$~eV and a spring energy of 8~eV, the resonance moves to 4~eV and $\varepsilon=10$. The gap in \eqref{penn} therefore belongs to the observable optical resonance, not to the bare spring.

\subsection{The energy-loss peak}

A fast electron crossing the solid loses energy according to $\operatorname{Im}(-1/\varepsilon)$. For one resonance,
\begin{equation}
\varepsilon(E)=\frac{E_g^2+E_p^2-E^2-i\Gamma E}{E_g^2-E^2-i\Gamma E}.
\end{equation}
Inverting this and separating $E_p^2$ in the numerator gives
\begin{equation}
-\frac1{\varepsilon(E)}=-1+\frac{E_p^2}{E_L^2-E^2-i\Gamma E},
\qquad E_L^2=E_p^2+E_g^2.
\end{equation}
For small $\Gamma$ the loss peak is at $E_L$, not at $E_p$. Factoring out $E_g^2$ gives
\begin{equation}
E_L^2=E_g^2\left(1+\frac{E_p^2}{E_g^2}\right)=E_g^2\varepsilon,
\qquad E_g=\frac{E_L}{\sqrt{\varepsilon}}.
\end{equation}
Within the model of one weakly damped resonance, this is the form to use when the input is a loss-peak energy; with several resonances the relation $E_L^2=E_p^2+E_g^2$ has not been derived and need not hold. Putting $E_L$ in place of $E_p$ in \eqref{penn} makes the gap too large by the factor $\sqrt{\varepsilon/(\varepsilon-1)}$. With the model value of $E_L$, not a measured loss peak, it would give for diamond 15.6 instead of 14.2~eV, an excess of 10\% relative to the consistent value. For germanium it would give 4.12 instead of 3.99~eV, an excess of 3\%.

\section{Comparison with the $E_2$ peaks}

The inputs are rough two-figure values. For diamond, silicon and germanium they are, in order, $a=3.6$, 5.4 and 5.7~\AA; $\varepsilon=5.7$, 12 and 16; and $E_2=12$, 4.3 and 4.4~eV. The free-electron plasmon energy from the density is used throughout.

\begin{center}
\begin{tabular}{lccccc}
\hline
 & $E_p$ (eV) & $E_g$ (eV) & range (eV) & $E_2$ (eV) & $E_g/E_2$\\
\hline
Diamond & 30.8 & 14.2 & 13.8--14.6 & 12 & 1.18\\
Silicon & 16.7 & 5.05 & 4.87--5.24 & 4.3 & 1.17\\
Germanium & 15.4 & 3.99 & 3.87--4.11 & 4.4 & 0.91\\
\hline
\end{tabular}
\end{center}

The range shows how far $E_g$ moves when $a$ and $\varepsilon$ vary by half a unit in their last quoted digit. It does not include the error of the model.

Relative to $E_2$, the average gap from the quoted inputs is 18\% high in diamond, 17\% high in silicon and 9\% low in germanium. Rounding of $a$, $\varepsilon$ and $E_2$ by half a unit in the last digit spreads these over about 11--27\%, 12--23\% and 6--13\%. The relation reproduces the large drop from diamond to silicon. It does not reproduce the near equality of the silicon and germanium peaks, since $E_g$ falls from 5.05 to 3.99~eV between them.

The signs of the differences survive the rounding of all inputs, including $E_2$. If four electrons per atom carry the full strength, diamond and silicon must therefore have absorption strength above their $E_2$ peaks, and germanium must have some below. These conditions are weak: the $E_2$ peak lies inside a broad absorption band, so each of the three crystals absorbs on both sides of it. The sign of $E_g-E_2$ depends on the balance of the two sides, and models A and B show only that either sign can occur, not what causes it in a given crystal.

The assumption of four electrons per atom matters. Suppose that the strength corresponds to $\nu$ electrons per atom instead of 4. At fixed $\varepsilon$, $E_g$ is proportional to $E_p$ and hence to $\sqrt{\nu}$. Setting $E_g=E_2$ for germanium requires
\begin{equation}
\nu=4\left(\frac{4.4}{3.99}\right)^2\approx4.9 .
\end{equation}
Rounding of the inputs spreads this value over about 4.5--5.3, so roughly 0.5 to 1.3 extra electrons per atom in the effective strength would remove the discrepancy. The dielectric constant and the density alone cannot tell whether germanium's low value comes from absorption below the peak, from an underestimated strength, or from both. A measured $\varepsilon_2(E)$ could help to separate them: it shows directly how much absorption lies below the peak, and the integral of $E\varepsilon_2$ gives the strength without using the density. That integral must be stopped below the core-electron absorption, which the model leaves out, so the strength obtained depends on where it is cut off.

The numerical check integrates the electron's motion and the model spectra, and locates the absorption and loss peaks directly.

\section*{Computed results}
\begin{verbatim}
Atoms per cubic cell, counted in sphere: 7.98
diamond: rough inputs a = 3.6 angstrom, eps = 5.7, E2 = 12 eV
  valence density = 0.6859 per cubic angstrom
  plasmon energy = 30.75 eV
  average gap Eg = 14.19 eV
  Eg range from input rounding = 13.82 to 14.56 eV
  Eg/E2 = 1.18; Eg is above E2 despite rounding
  model loss-peak energy = 33.87 eV
  gap if loss peak is misused = 15.62 eV
silicon: rough inputs a = 5.4 angstrom, eps = 12, E2 = 4.3 eV
  valence density = 0.2032 per cubic angstrom
  plasmon energy = 16.74 eV
  average gap Eg = 5.05 eV
  Eg range from input rounding = 4.87 to 5.24 eV
  Eg/E2 = 1.17; Eg is above E2 despite rounding
  model loss-peak energy = 17.48 eV
  gap if loss peak is misused = 5.27 eV
germanium: rough inputs a = 5.7 angstrom, eps = 16, E2 = 4.4 eV
  valence density = 0.1728 per cubic angstrom
  plasmon energy = 15.44 eV
  average gap Eg = 3.99 eV
  Eg range from input rounding = 3.87 to 4.11 eV
  Eg/E2 = 0.91; Eg is below E2 despite rounding
  model loss-peak energy = 15.94 eV
  gap if loss peak is misused = 4.12 eV
  electrons per atom needed for Eg = E2: 4.88
Model A: plasmon 16.0 eV, damping 0.5 eV
  strengths [0.5, 0.5] at [4.0, 8.0] eV
  eps = 11.00, absorption peak = 3.99 eV, Eg = 5.06 eV
Model B: plasmon 16.0 eV, damping 0.5 eV
  strengths [0.2, 0.8] at [2.5, 4.5] eV
  eps = 19.31, absorption peak = 4.49 eV, Eg = 3.74 eV
Local-field model: plasmon 12.0 eV, spring energy 8.0 eV
  optical resonance = 4.00 eV, eps = 10.00
\end{verbatim}
